# Static Lindhard Screening and Friedel Oscillations at rs = 4

## Problem

A uniform, unpolarized electron gas in three dimensions has a neutralizing background, zero temperature and density parameter \(r_s=4\) bohr. Hartree atomic units are used, so \(\hbar=m=e=1\) and the bare repulsion of two electrons is \(1/r\), or \(v(q)=4\pi/q^2\).

The electrons respond to the total potential (external plus Hartree) as independent particles. This is the random-phase approximation (RPA). The static density response, with both spins included, is

\[
\chi_0(q)=2\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}-f_{\mathbf k+\mathbf q}}{\varepsilon_{\mathbf k}-\varepsilon_{\mathbf k+\mathbf q}},\qquad \varepsilon_{\mathbf k}=\frac{k^2}{2},
\]

where \(f_{\mathbf k}=1\) for \(k<k_F\) and 0 otherwise.

1. Evaluate \(\chi_0(q)\).
2. Find the screened interaction \(W(q)\) and its Thomas-Fermi (TF) form, in which \(\chi_0(q)\) is replaced by \(\chi_0(0)\).
3. Tabulate both for \(r_s=4\).
4. Find how \(W(r)\) behaves at large \(r\).
5. Compare \(W(r)\) with the TF interaction at short, intermediate and large distances.

## Hints

**For 1.** Write the numerator as a difference of two terms, each describing a transition from an occupied to an empty state. Put the \(z\) axis along \(\mathbf q\) and use \(t=k_z+q/2\). At fixed \(t\), the allowed region is a disc with a smaller disc possibly removed.

**For 2.** The potential felt by a second test electron is the bare one plus the Hartree potential of the induced density.

**For 4.** The large-distance form of a Fourier integral is set by the points where its integrand is not smooth. Look for such a point in \(\chi_0(q)\).

**For 5.** Subtract the TF interaction before integrating numerically. Its transform is known, and the difference falls off faster with \(q\).

## Solution

### 1. The Lindhard function

The numerator can be written

\[
f_{\mathbf k}-f_{\mathbf k+\mathbf q}=f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})-f_{\mathbf k+\mathbf q}(1-f_{\mathbf k}).
\]

In the second term substitute \(\mathbf k\to-\mathbf k-\mathbf q\). This exchanges the two occupations and the two energies. The exchanged denominator supplies a minus sign, which cancels the one in front, so both terms contribute equally:

\[
\chi_0(q)=-4\int\!\frac{d^3k}{(2\pi)^3}\,
\frac{f_{\mathbf k}(1-f_{\mathbf k+\mathbf q})}{\varepsilon_{\mathbf k+\mathbf q}-\varepsilon_{\mathbf k}} .
\]

The energy difference is \(qk_z+q^2/2=qt\). It is positive in the allowed region, because the final state lies above the Fermi level and the initial state below it.

With \(\rho\) the distance from the \(z\) axis, the occupations require

\[
k_F^2-(t+q/2)^2<\rho^2<k_F^2-(t-q/2)^2 .
\]

Let \(S(t)\) be the area allowed at fixed \(t\), and define \(J=\int_0^\infty S(t)\,dt/(qt)\). Then \(\chi_0=-4J/(8\pi^3)=-J/(2\pi^3)\). Let \(a=k_F+q/2\) and \(b=k_F-q/2\), so that \(ab=k_F^2-q^2/4\).

**Case \(q<2k_F\).** For \(0<t<b\) both discs exist, and

\[
S=\pi[(t+q/2)^2-(t-q/2)^2]=2\pi qt .
\]

This part contributes \(2\pi b\) to \(J\). For \(b<t<a\) nothing is removed, and \(S=\pi[k_F^2-(t-q/2)^2]=\pi(ab+qt-t^2)\). Its contribution is

\[
\frac{\pi}{q}\int_b^a\!\left(\frac{ab}{t}+q-t\right)dt
=\frac{\pi}{q}\left[ab\ln\frac ab+q(a-b)-\frac{a^2-b^2}{2}\right].
\]

Since \(a-b=q\) and \(a^2-b^2=2k_Fq\), this equals \(\pi[(ab/q)\ln(a/b)+q-k_F]\). Adding \(2\pi b=2\pi k_F-\pi q\) gives

\[
J=\pi k_F+\frac{\pi ab}{q}\ln\frac ab .
\]

**Case \(q>2k_F\).** The two Fermi spheres no longer overlap, so no disc is removed. The range is \(|b|<t<a\), with \(a-|b|=2k_F\) and \(a^2-b^2=2k_Fq\). The same integrand gives

\[
J=\frac{\pi}{q}\left[ab\ln\frac{a}{|b|}+2k_Fq-k_Fq\right],
\]

which is the previous result with \(b\) replaced by \(|b|\) in the logarithm.

Now set \(x=q/(2k_F)\). Then \(ab/q=k_F(1-x^2)/(2x)\), and \(J=2\pi k_FF(x)\). Hence

\[
\boxed{\chi_0(q)=-\frac{k_F}{\pi^2}F(x),\qquad
F(x)=\frac12+\frac{1-x^2}{4x}\ln\left|\frac{1+x}{1-x}\right|}
\]

For \(x<1\), insert \(\ln[(1+x)/(1-x)]=2\sum_{m\ge0}x^{2m+1}/(2m+1)\) and collect equal powers:

\[
F=\frac12+\frac{1-x^2}{2}\sum_{m\ge0}\frac{x^{2m}}{2m+1}
=1-\sum_{m\ge1}\frac{x^{2m}}{4m^2-1}.
\]

Thus \(F\simeq1-x^2/3\) at small \(x\). For \(x>1\) the logarithm has the same series with \(x\) replaced by \(1/x\), which gives \(F=\sum_{m\ge1}x^{-2m}/(4m^2-1)\simeq1/(3x^2)\) at large \(x\). The gas responds weakly to a potential that varies rapidly in space.

### 2. The screened interaction

A fixed test electron produces the potential \(v\). The total potential \(W\) induces the density \(\chi_0W\), whose Hartree potential is \(v\chi_0W\). Therefore

\[
W=v+v\chi_0W\quad\Rightarrow\quad
W=\frac{v}{1-v\chi_0}=\frac{4\pi}{q^2-4\pi\chi_0}.
\]

Inserting \(\chi_0\) gives

\[
\boxed{W(q)=\frac{4\pi}{q^2+k_s^2F(q/2k_F)},\qquad k_s^2=\frac{4k_F}{\pi}}
\]

This is the static limit of the RPA interaction used in the GW approximation. Exchange and correlation in the density response are left out. At \(r_s=4\) the Coulomb coupling is not weak, so the numbers below describe this model and are not accurate predictions for a metal. The response is also taken as linear in \(W\), which is valid only for a weak test charge. For a full unit charge at \(r_s=4\) the induced density \(\chi_0W\), transformed to real space, is about \(-4.7\) times the mean density at the charge and exceeds the mean density in magnitude out to 2.65 bohr, so the total density would be negative there. The short-range values below are linear-response results per unit charge, not the potential around a real electron.

The TF form has \(F=1\):

\[
W_{TF}(q)=\frac{4\pi}{q^2+k_s^2},\qquad W_{TF}(r)=\frac{e^{-k_sr}}{r}.
\]

To confirm the second expression, note that \(rW_{TF}(r)=e^{-k_sr}\), so away from the origin \(\nabla^2W_{TF}=r^{-1}(rW_{TF})''=k_s^2W_{TF}\). The \(1/r\) behaviour at the origin supplies the point source in \((-\nabla^2+k_s^2)W_{TF}=4\pi\delta(\mathbf r)\).

The series in part 1 shows that \(F\le1\) for \(x<1\). For \(x>1\) the logarithmic term in \(F\) is negative, so \(F<1/2\). It follows that \(W(q)\ge W_{TF}(q)\): TF overestimates the screening at every nonzero \(q\).

### 3. Numbers in reciprocal space

The density is \(n=3/(4\pi r_s^3)=0.003730\) bohr\(^{-3}\). Filling the Fermi sphere with two spins gives \(n=k_F^3/(3\pi^2)\), so

\[
k_F=(3\pi^2n)^{1/3}=0.4798\ \text{bohr}^{-1},\qquad
k_s^2=\frac{4(0.4798)}{\pi}=0.6109\ \text{bohr}^{-2}.
\]

Thus \(k_s=0.7816\) bohr\(^{-1}\), and the TF screening length is \(1/k_s=1.279\) bohr, or 0.677 Å. Evaluating the formulas gives, in hartree bohr\(^3\):

| \(q/2k_F\) | \(F\) | \(W(q)\) | \(W_{TF}(q)\) |
|---|---|---|---|
| 0 | 1.000 | 20.57 | 20.57 |
| 0.5 | 0.912 | 15.96 | 14.94 |
| 1 | 0.500 | 10.25 | 8.20 |
| 1.5 | 0.165 | 5.78 | 4.68 |
| 2 | 0.088 | 3.36 | 2.93 |

At \(q=2k_F\) the difference is 25% of the TF value. At much larger \(q\) both forms approach \(4\pi/q^2\).

### 4. The large-distance law

In the inverse transform the angular integral is \(\int_{-1}^1e^{iqr\mu}d\mu=2\sin(qr)/(qr)\), so

\[
W(r)=\frac{1}{2\pi^2r}\int_0^\infty qW(q)\sin(qr)\,dq .
\]

The function \(qW(q)\) is odd and smooth at \(q=0\), because \(F\) has an even power series there. The integral is therefore half of one over the whole line, and \(q=0\) is not a special point. The point \(q=2k_F\) is special.

**The singular part of \(W(q)\).** Let \(u=q-2k_F\) and \(s=u/(2k_F)\), so \(x=1+s\). Near \(s=0\),

\[
\frac{1-x^2}{4x}=-\frac s2+O(s^2),\qquad
\ln\left|\frac{2+s}{s}\right|=\ln2-\ln|s|+O(s).
\]

Their product contains \((s/2)\ln|s|\). Replacing \(\ln|s|\) by \(\ln|u|\) changes this by a smooth linear term, so the leading singular part of \(F\) is \(u\ln|u|/(4k_F)\). \(F\) is continuous at \(2k_F\), but its slope diverges logarithmically.

Let \(D=4k_F^2+k_s^2/2\) be the denominator of \(W\) at \(q=2k_F\). A small change \(\delta\) of the denominator changes \(W\) by \(-4\pi\delta/D^2\). With \(\delta=k_s^2u\ln|u|/(4k_F)\), and with the factor \(q\) replaced by \(2k_F\),

\[
[qW(q)]_{\rm sing}=-\frac{2\pi k_s^2}{D^2}\,u\ln|u| .
\]

**The Fourier integral.** Define, for \(r>0\) and \(a>0\) (here \(a\) is a new parameter),

\[
L_a(r)=\int_{-\infty}^{\infty}\ln(u^2+a^2)\,e^{iur}du ,
\]

understood with a smooth convergence factor whose width is finally sent to infinity. Its derivative with respect to \(a\) is an ordinary integral:

\[
\frac{\partial L_a}{\partial a}=\int_{-\infty}^{\infty}\frac{2a\,e^{iur}}{u^2+a^2}du=2\pi e^{-ar}
\quad\Rightarrow\quad L_a(r)=-\frac{2\pi e^{-ar}}{r}.
\]

There is no added constant: for large \(a\) the logarithm becomes the constant \(\ln a^2\), whose transform vanishes for \(r>0\). Letting \(a\to0\) gives \(\int\ln|u|e^{iur}du=-\pi/r\). Differentiating with respect to \(r\) brings down \(iu\) on the left and gives \(\pi/r^2\) on the right, so

\[
\int_{-\infty}^{\infty}u\ln|u|\,e^{iur}du=-\frac{i\pi}{r^2}.
\]

Since \(\sin(qr)\) is the imaginary part of \(e^{2ik_Fr}e^{iur}\), the required integral is

\[
\int u\ln|u|\sin[(2k_F+u)r]\,du=-\frac{\pi\cos(2k_Fr)}{r^2}.
\]

**Result.** Collecting the factors,

\[
W(r)\to\frac{1}{2\pi^2r}\left(-\frac{2\pi k_s^2}{D^2}\right)\left(-\frac{\pi\cos2k_Fr}{r^2}\right),
\]

\[
\boxed{W(r)\to A\,\frac{\cos(2k_Fr)}{r^3},\qquad
A=\frac{k_s^2}{(4k_F^2+k_s^2/2)^2}}
\]

The next singular terms, \(u^2\ln|u|\) and \(u^2\ln^2|u|\), carry one more power of \(u\). Since \(u\) scales as \(1/r\), they are smaller by a factor of order \(1/r\), apart from logarithms.

These are Friedel oscillations. Their wave vector is the diameter of the Fermi sphere, the value of \(q\) at which the two displaced spheres just cease to overlap. TF has no singularity at real \(q\) and gives no such tail. It is correct at \(q\to0\), but that limit does not control the interaction at large \(r\).

For \(r_s=4\),

\[
D=0.9208+0.3054=1.2262\ \text{bohr}^{-2},\qquad
A=\frac{0.6109}{1.2262^2}=0.4063\ \text{hartree bohr}^3.
\]

The wavelength is \(\pi/k_F=6.548\) bohr, or 3.465 Å.

### 5. Comparison in real space

The transform of \(W-W_{TF}\) was computed by adaptive quadrature for sine integrals, with the range divided at \(2k_F\), and \(e^{-k_sr}/r\) was added back. Energies are in hartree and distances in bohr:

| \(r\) | \(W(r)\) | \(W_{TF}(r)\) |
|---|---|---|
| 0.5 | 1.540 | 1.353 |
| 1 | 0.5615 | 0.4577 |
| 2 | 0.1245 | 0.1047 |
| 4 | 0.00463 | 0.01097 |
| 5 | 0.00157 | 0.00402 |
| 6 | 0.00182 | 0.00153 |
| 10 | \(-3.74\times10^{-4}\) | \(4.03\times10^{-5}\) |
| 20 | \(5.01\times10^{-5}\) | \(8.13\times10^{-9}\) |

**Short distances.** Both interactions approach \(1/r\), but the constants added to it differ. The induced potential at the origin is

\[
\frac{1}{2\pi^2}\int_0^\infty q^2[W(q)-v(q)]dq
=-\frac2\pi\int_0^\infty\frac{k_s^2F}{q^2+k_s^2F}\,dq .
\]

Numerical integration gives \(-0.468\) hartree. With \(F=1\) the integral is elementary and gives \(-k_s=-0.782\) hartree. The integrand increases with \(F\), so the TF assumption of full response at large \(q\) makes the screening cloud too effective near the charge.

**Intermediate distances.** At 4 and 5 bohr \(W\) lies below TF, and at 6 bohr above it. \(W\) is larger at 6 bohr than at 5 bohr, so it already oscillates while still positive. The asymptotic law fails here: it is negative at 4 bohr, where \(W\) is positive.

The first zeros are at 8.72, 11.72, 14.94 and 18.16 bohr. The nearest zeros of \(\cos(2k_Fr)\) are at 8.18, 11.46, 14.73 and 18.01 bohr, so the phase approaches its asymptotic value from one side in this range.

Between the first two zeros \(W\) has a minimum of \(-3.75\times10^{-4}\) hartree, or \(-10.2\) meV, at 9.93 bohr. Two like test charges have a negative interaction energy there. The next maximum is \(1.78\times10^{-4}\) hartree, or 4.8 meV, at 13.10 bohr, where TF gives \(2.7\times10^{-6}\) hartree.

**Large distances.** At \(r=m\pi/k_F\), with \(m\) an integer, the cosine is 1 and the law predicts \(A/r^3\). The ratio of the computed \(W\) to this prediction is 1.207 for \(m=1\), 0.982 for \(m=2\) and 1.003 for \(m=10\). These peaks test the amplitude and are insensitive to a shift of phase. A quarter wavelength further out, at \(r=(m+\tfrac14)\pi/k_F\), the law gives zero, while \(Wr^3/A\) is 0.55, 0.20 and 0.017 for the same three \(m\). Between 100 and 135 bohr the mean spacing of zeros is 3.2735 bohr, compared with \(\pi/(2k_F)=3.2739\) bohr.

## Two variations

### A. Round the singularity

*Replace the logarithm in \(F\) by*

\[
\frac12\ln\frac{(1+x)^2+\eta^2}{(1-x)^2+\eta^2},\qquad \eta=0.1 .
\]

*By what factor does the oscillation shrink at \(r=10\pi/k_F=65.48\) bohr?*

Near \(q=2k_F\), \(\ln|u|\) becomes \(\frac12\ln(u^2+a^2)\) with \(a=2k_F\eta\). Differentiating \(L_a\) with respect to \(r\) and dividing by \(i\) gives

\[
\frac12\int u\ln(u^2+a^2)e^{iur}du=\frac{1}{2i}\frac{\partial L_a}{\partial r}
=-\frac{i\pi}{r^2}(1+ar)e^{-ar}.
\]

Compared with the sharp case, the leading factor for small \(\eta\) is \((1+ar)e^{-ar}\). Here \(ar=20\pi\eta=2\pi\), so the factor is \(7.283\times0.00187=0.0136\). The full numerical transform with the rounded logarithm gives 0.0139. Removing the sharp feature at \(2k_F\) thus removes most of the oscillation at this distance, although the response at other \(q\) is little changed.

### B. The density around the test electron

*Find the large-distance form of the induced electron density.*

From \(W=v+v\chi_0W\), the induced density is

\[
\delta n(q)=\chi_0W=\frac{W(q)}{v(q)}-1 .
\]

As \(q\to0\), \(W/v\to0\) and \(\delta n\to-1\): in total, one electron is displaced. (Within 2.65 bohr of the charge this linear \(\delta n(r)\) removes more than the mean density, so it has no physical meaning there for a unit charge.) Near \(q=2k_F\) the factor \(1/v=q^2/(4\pi)\) is smooth and equals \(k_F^2/\pi\). It multiplies the leading singularity, so

\[
\delta n(r)\to\frac{k_F^2A}{\pi}\frac{\cos(2k_Fr)}{r^3}.
\]

The coefficient is \(0.4798^2\times0.4063/\pi=0.0298\). At \(r=2\pi/k_F=13.10\) bohr the leading law gives \(0.0298/13.10^3=1.3\times10^{-5}\) bohr\(^{-3}\), about 0.4% of the mean density. At large \(r\) the density oscillates with the same wave vector and phase as \(W(r)\). This holds only for the leading terms. Closer in the two differ: the induced density changes sign at 5.55 and 8.02 bohr, while the first zero of \(W\) is at 8.72 bohr.
